# Forces in Nonorthogonal Tight Binding and the Energy-Weighted Density Matrix

## Definitions and conventions

Each atom carries orbitals that move with it. Their Hamiltonian matrix $H$ and overlap matrix $S$ are given, differentiable functions of the atomic positions; $H$ is Hermitian and $S$ is Hermitian and positive definite. A prime denotes the derivative with respect to one real nuclear coordinate $X$. A dagger denotes the conjugate transpose. The column vectors $c_n$ hold the orbital coefficients of the one-electron states, which obey

$$Hc_n=\varepsilon_nSc_n,\qquad c_m^\dagger Sc_n=\delta_{mn}. \tag{1}$$

The occupations include spin and follow the Fermi function at a fixed electronic temperature $T$:

$$f_n=2p_n,\qquad p_n=\frac{1}{1+e^{(\varepsilon_n-\mu)/k_BT}},\qquad \sum_nf_n=N. \tag{2}$$

The electron number $N$ is fixed, so the Fermi level $\mu$ may change with $X$. The density matrix and the energy-weighted density matrix are

$$P=\sum_nf_nc_nc_n^\dagger,\qquad W=\sum_nf_n\varepsilon_nc_nc_n^\dagger. \tag{3}$$

With a repulsive energy $E_{\rm rep}$ that depends on the positions alone, the free energy is

$$A=\sum_nf_n\varepsilon_n-TS_{\rm el}+E_{\rm rep}, \tag{4}$$

$$-TS_{\rm el}=2k_BT\sum_n\left[p_n\ln p_n+(1-p_n)\ln(1-p_n)\right]. \tag{5}$$

The force is $F_X=-A'$. At first $H$ does not depend on $P$; self-consistent charges are treated later.

## The derivative of one level

Take a nondegenerate level. Multiplying (1) from the left by $c_n^\dagger$ gives $\varepsilon_n=c_n^\dagger Hc_n$, whose derivative is

$$\varepsilon_n'=c_n^\dagger H'c_n+c_n'^\dagger Hc_n+c_n^\dagger Hc_n'. \tag{6}$$

In the second term $Hc_n=\varepsilon_nSc_n$. In the third, the adjoint of this equation gives $c_n^\dagger H=\varepsilon_nc_n^\dagger S$. Therefore

$$\varepsilon_n'=c_n^\dagger H'c_n+\varepsilon_n\left(c_n'^\dagger Sc_n+c_n^\dagger Sc_n'\right). \tag{7}$$

The bracket is fixed by normalization. Differentiating $c_n^\dagger Sc_n=1$ gives

$$c_n'^\dagger Sc_n+c_n^\dagger Sc_n'=-c_n^\dagger S'c_n. \tag{8}$$

In an orthonormal basis $S'=0$, the bracket vanishes, and the coefficient response drops out. Here it does not vanish. When the overlap changes, the old coefficients no longer describe a normalized state; they must rescale, and the rescaling changes the level in proportion to $\varepsilon_n$. Inserting (8) into (7),

$$\varepsilon_n'=c_n^\dagger\left(H'-\varepsilon_nS'\right)c_n. \tag{9}$$

The coefficient derivatives have been eliminated, not neglected.

A two-orbital molecule shows both terms. Let the on-site level be zero, the hopping $h(X)$ and the real overlap $s(X)$. The symmetric state has

$$c=\frac{1}{\sqrt{2(1+s)}}\begin{pmatrix}1\\1\end{pmatrix},\qquad \varepsilon=\frac{h}{1+s}. \tag{10}$$

Direct differentiation gives

$$\varepsilon'=\frac{h'}{1+s}-\frac{h}{1+s}\,\frac{s'}{1+s}. \tag{11}$$

Since $c^\dagger H'c=h'/(1+s)$ and $c^\dagger S'c=s'/(1+s)$, this is (9) term by term. The second term comes from the changing denominator, which is the normalization of the state.

## Occupations and the total force

The band energy changes through its levels and its occupations:

$$\left(\sum_nf_n\varepsilon_n\right)'=\sum_nf_n\varepsilon_n'+\sum_nf_n'\varepsilon_n. \tag{12}$$

In (5), the derivative of $p\ln p+(1-p)\ln(1-p)$ with respect to $p$ is $\ln[p/(1-p)]$. By (2) this equals $-(\varepsilon_n-\mu)/k_BT$. With $f_n'=2p_n'$,

$$(-TS_{\rm el})'=-\sum_nf_n'(\varepsilon_n-\mu). \tag{13}$$

Adding (12) and (13) leaves $\sum_nf_n\varepsilon_n'+\mu\sum_nf_n'$, and the last sum is zero because $N$ is fixed. Equation (9) and the rule $c^\dagger Mc=\mathrm{Tr}(cc^\dagger M)$ then give

$$\boxed{F_X=-\mathrm{Tr}(PH')+\mathrm{Tr}(WS')-E_{\rm rep}'.} \tag{14}$$

The factor $\varepsilon_n$ in (9) is what turns $P$ into $W$. At nonzero $T$, (14) is the derivative of the free energy. The internal energy in general has a different slope, because (13) is then missing.

## A second derivation, valid for degenerate levels

Eigenvectors within a degenerate level are not unique, so (6) needs care there. A trace avoids the difficulty. Let $Y=S^{-1/2}$ and $\tilde H=YHY$. With $c_n=Y\tilde c_n$, equation (1) becomes an ordinary eigenvalue problem for $\tilde H$ with orthonormal $\tilde c_n$, and the density matrix becomes $\tilde P=Y^{-1}PY^{-1}$.

The electronic part of $A$ can be written as $\Omega+\mu N$, where

$$\Omega=-2k_BT\,\mathrm{Tr}\ln\left[1+e^{(\mu-\tilde H)/k_BT}\right]. \tag{15}$$

Since $\partial\Omega/\partial\mu=-N$, the terms containing $\mu'$ cancel. For a power of a matrix, cyclicity of the trace gives $(\mathrm{Tr}\,M^k)'=k\,\mathrm{Tr}(M^{k-1}M')$, and hence $(\mathrm{Tr}\,g(M))'=\mathrm{Tr}(g'(M)M')$ for a smooth function $g$, where $g'$ is the derivative with respect to its argument. For (15) that derivative is twice the Fermi function of $\tilde H$, which is $\tilde P$, so the electronic slope is

$$\mathrm{Tr}(\tilde P\tilde H')=\mathrm{Tr}\left[\tilde P(Y'HY+YH'Y+YHY')\right]. \tag{16}$$

The middle term is $\mathrm{Tr}(PH')$, because $Y\tilde PY=P$. For the others, (1) and (3) give

$$HP=SW,\qquad PH=WS. \tag{17}$$

We also need $(Y^{-1})'=-Y^{-1}Y'Y^{-1}$, from differentiating $YY^{-1}=1$, and $S=Y^{-1}Y^{-1}$. The first term of (16) becomes

$$\begin{aligned}\mathrm{Tr}(\tilde PY'HY)&=\mathrm{Tr}(HPY^{-1}Y')=\mathrm{Tr}(WY^{-1}Y'S)\\&=-\mathrm{Tr}\left[W(Y^{-1})'Y^{-1}\right].\end{aligned} \tag{18}$$

The third becomes

$$\begin{aligned}\mathrm{Tr}(\tilde PYHY')&=\mathrm{Tr}(Y^{-1}PHY')=\mathrm{Tr}(WSY'Y^{-1})\\&=-\mathrm{Tr}\left[WY^{-1}(Y^{-1})'\right].\end{aligned} \tag{19}$$

Their sum is $-\mathrm{Tr}[W(Y^{-1}Y^{-1})']=-\mathrm{Tr}(WS')$. This recovers (14) without derivatives of individual eigenvectors. In this road the extra term comes from the motion of the orthogonalized orbitals.

The argument needs a smooth Fermi function. At $T=0$, a partly filled degenerate level can split to first order in $X$, and the energy then has a kink with no unique force. A nearly singular $S$ is a different, numerical difficulty: the inverse powers of $S$ magnify small errors.

Equation (17) also gives $W=PHS^{-1}$. The shorter expression $\tfrac12PHP$ equals $\tfrac12\sum_nf_n^2\varepsilon_nc_nc_n^\dagger$, since $c_m^\dagger Hc_n=\varepsilon_n\delta_{mn}$. It reproduces $W$ when every occupation is 0 or 2, but in general not for fractional occupations.

A random complex Hermitian model with eight orbitals, seven electrons and $k_BT=0.3$ in its own units tests these relations. The finite-difference slope of $A$, formula (14) and the orthogonalized basis all give $-1.867080$. The Hamiltonian term alone gives $-1.704536$, so $-\mathrm{Tr}(WS')=-0.162544$. The slope of the internal energy is $-1.981557$. The largest element of $|W-\tfrac12PHP|$ is 0.0347.

## The choice of energy zero

Moving the energy zero by a constant $a$ means $H\to H+aS$, not just a change of the diagonal elements. By (1), every level rises by $a$ while the coefficients stay the same; $\mu$ rises too, so the occupations are unchanged. Hence $W\to W+aP$, and the electronic force becomes

$$-\mathrm{Tr}[P(H'+aS')]+\mathrm{Tr}[(W+aP)S']=-\mathrm{Tr}(PH')+\mathrm{Tr}(WS'). \tag{20}$$

The two terms have no separate physical value; their sum has. Without the $W$ term, the force would contain $-a\,\mathrm{Tr}(PS')$ and would depend on an arbitrary constant.

## Two-centre forces

For one $s$ orbital per atom in a periodic cell, let $H_{ij}=h(r_{ij})\phi_{ij}$ and $S_{ij}=s(r_{ij})\phi_{ij}$ for $i\ne j$. The Bloch phase $\phi_{ij}$ depends on the cell translation, not on positions within the cell. The unit vector $\mathbf u_{ij}$ points from $i$ to $j$, so $\partial r_{ij}/\partial\mathbf R_i=-\mathbf u_{ij}$. Moving atom $i$ changes both $H_{ij}$ and its conjugate $H_{ji}$, which produces twice a real part. With $E_{\rm rep}=\tfrac12\sum_{i\ne j}v(r_{ij})$,

$$\mathbf F_i=\sum_{j\ne i}\left[2\,\mathrm{Re}(P_{ji}\phi_{ij})\frac{dh}{dr}-2\,\mathrm{Re}(W_{ji}\phi_{ij})\frac{ds}{dr}+\frac{dv}{dr}\right]\mathbf u_{ij}. \tag{21}$$

The electronic terms are averaged over $\mathbf k$. A decaying repulsion has $dv/dr<0$ and pushes $i$ away from $j$, as it should.

## Self-consistent charges

Let $H^0$ be the given Hamiltonian, and add the charge energy $\tfrac12U\sum_i(q_i-1)^2$ with Mulliken electron numbers $q_i=\mathrm{Re}\sum_jP_{ij}S_{ji}$. The free energy is now $A=\mathrm{Tr}(PH^0)+\tfrac12U\sum_i(q_i-1)^2-TS_{\rm el}+E_{\rm rep}$. Define $V_i=U(q_i-1)$. The first term of $A$ is not the sum $\sum_nf_n\varepsilon_n$ over the levels of the effective Hamiltonian below; that sum exceeds it by $\sum_iV_iq_i$. Varying $P$ at fixed $S$ gives the effective Hamiltonian

$$H_{ij}=H^0_{ij}+\tfrac12(V_i+V_j)S_{ij}. \tag{22}$$

The derivative of $A$ now has three electronic parts: $\mathrm{Tr}(PH^{0\prime})$; the explicit change of the charges with $S$; and the response of $P$. The second is $\sum_{ij}P_{ji}\tfrac12(V_i+V_j)S'_{ij}$. The third is $\mathrm{Tr}(P'H)-TS_{\rm el}'$, which equals $-\mathrm{Tr}(WS')$ by (8) and (13), with $W$ built from the levels of (22). Thus

$$F_X=-\mathrm{Tr}(PH^{0\prime})+\sum_{ij}\left[W_{ji}-\tfrac12(V_i+V_j)P_{ji}\right]S'_{ij}-E_{\rm rep}'. \tag{23}$$

This requires converged charges; otherwise the response of $P$ does not reduce in this way.

## An adatom on a frozen slab

The example is an fcc (100) slab of three $4\times4$ layers with one adatom, 49 atoms in all, with one $s$ orbital and one electron per atom. The neighbour distance is $d=2.55$ Å. Hopping and overlap at that distance are $-1.50$ eV and 0.10, and the on-site level is zero. Both vary as $e^{-3(r/d-1)}$, the repulsion as $e^{-10(r/d-1)}$, and all are smoothly reduced to zero between $1.2d$ and $1.6d$. Zero bulk pressure, evaluated on a $12\times12\times12$ bulk $\mathbf k$ mesh, sets the repulsion at $d$ to 0.0233 eV; finer meshes lower this value by 5 to 7 per cent, to about 0.0217 eV on a $40\times40\times40$ mesh. The electronic smearing is $k_BT=0.10$ eV, and the surface $\mathbf k$ mesh is $2\times2$.

With the slab frozen, the vertical force on the adatom vanishes 1.045 Å above the fourfold hollow and 1.303 Å above the twofold bridge. These heights belong to the $2\times2$ mesh: an $8\times8$ mesh gives 0.97 and 1.17 Å, and five layers on that mesh give 0.88 and 1.13 Å. Take $y$ along the surface direction from bridge to hollow, $x$ along the bridge bond and $z$ upwards. At the midpoint of the line joining the two positions, displaced by 0.10 Å along $x$, the force components in eV/Å are:

| Term | $x$ | $y$ | $z$ |
|---|---:|---:|---:|
| $-\mathrm{Tr}(PH')$ | 0.787 | −1.597 | −3.602 |
| $+\mathrm{Tr}(WS')$ | −0.137 | 0.398 | 1.531 |
| Repulsion | −0.468 | 0.917 | 2.003 |
| Sum | 0.183 | −0.282 | −0.068 |

Finite differences of the free energy reproduce the sum. Its magnitude is 0.343 eV/Å, or 0.550 nN. These values test the formula on the $2\times2$ mesh and are not converged: at the same point an $8\times8$ mesh gives the sum $(0.193,-0.320,-0.340)$ eV/Å, of magnitude 0.505 eV/Å. The vertical force is a small remainder of large terms: without $W$ it would be $-0.068-1.531=-1.599$ eV/Å. Placing the on-site level at $-7$ eV, by the full shift $H\to H+aS$, changes the vertical Hamiltonian term to $-5.282$ and the $W$ term to 3.211 eV/Å; the total stays at $-0.068$ eV/Å. With self-consistent charges and $U=6$ eV, (23) and the finite difference both give $-0.2833$ eV/Å for the $y$ component.

The work done against the force gives the free-energy difference,

$$\Delta A=-\int_{\rm hollow}^{\rm bridge}\mathbf F\cdot d\mathbf r. \tag{24}$$

Direct subtraction and the work along the straight line both give $-0.261$ eV. Without $W$ the work is $-0.197$ eV for an on-site level at zero and $-0.396$ eV for a level at $-7$ eV. By (20), the change between these false values is $a\int\mathrm{Tr}(P\,dS)$ along the line. Hence the integral is $(-0.3962+0.1965)/(-7)\approx0.029$, and the false result moves by about 0.029 eV for each eV of arbitrary shift.

The negative sign means that **the bridge lies below the hollow, so this difference is not a barrier**. The curvatures confirm that the model does not describe the intended hop. At the hollow they are $-2.02$, $-2.02$ and 4.20 eV/Å$^2$ along $x,y,z$: the hollow is unstable in both surface directions. At the bridge they are $-2.56$, 0.06 and 1.53 eV/Å$^2$. For this $\mathbf k$ mesh and slab thickness the bridge is a saddle for the adatom, but its unstable direction is $x$, perpendicular to the intended hop. The curvatures are not converged with respect to mesh and thickness, and a finer mesh on a thicker slab can turn the bridge into a minimum: five layers on a $4\times4$ mesh, with the heights readjusted, give bridge curvatures of about 0.6, 0.3 and 5.5 eV/Å$^2$, while the hollow stays unstable along $x$ and $y$. The stable adatom site was not located.

Consequently no hop rate follows from this difference. What can be compared is the Boltzmann factor $e^{-\Delta A/k_BT}$ for the adatom at 300 K, where $k_BT=0.0259$ eV; the electronic smearing used to compute $\Delta A$ stays at 0.10 eV. Omitting $W$ with the level at zero multiplies this factor by $e^{-0.0648/0.0259}\approx0.08$. The output's "barrier" and "rate" labels are to be read in this sense. In a model with a true saddle, the same error in barrier height would change the exponential factor of the rate equally.

## Comparison with copper and neglected effects

The spacing is close to that of copper; the other model parameters are round numbers, not fitted to copper. On real Cu(100) an adatom rests in the hollow, and hopping over the bridge costs roughly 0.3 to 0.5 eV, depending on the measurement or calculation. On the stated mesh and slab the model differs by about 0.6 to 0.8 eV and has the opposite sign. Its adatom bonds are also far too short: the hollow bond is $\sqrt{2.55^2/2+1.045^2}=2.08$ Å and the bridge bond $\sqrt{(2.55/2)^2+1.303^2}=1.82$ Å. The lower heights on finer meshes shorten these bonds further. The cause was not tested. The missing $d$ shell is a serious omission, whose effect this model cannot size.

Other changes were made one at a time at fixed adatom positions. Charge self-consistency raises $\Delta A$ by 0.03 eV, five layers raise it by 0.05 eV, and a $4\times4$ $\mathbf k$ mesh raises it by 0.04 eV. Halving the smearing lowers it by 0.01 eV. With the curvatures above, zero-point motion in the stable directions alone contributes $-0.002$ eV; because those curvatures are not converged, neither is the sign of this small term. None of these changes reverses the sign by itself. Thickness and mesh together shift the value by more: at the same positions, five layers on an $8\times8$ mesh give $-0.14$ eV and seven layers on a $6\times6$ mesh give $-0.20$ eV. The sign holds in these settings, but the value $-0.261$ eV is uncertain by about 0.1 eV.

Relaxing the top layer is different. The search reached its displacement limit of 0.4 Å and left forces up to 2.2 eV/Å, so the printed change of $-4.4$ eV is not a relaxation energy. No force-free structure was found, and the frozen slab is an imposed constraint rather than a justified approximation. The example therefore supports the force formula for the stated model, but gives no migration barrier for copper. The complete values are in the numerical output below.

## Calculated quantities

```
RANDOM 8x8 MODEL (dimensionless)
dA/dx finite difference: -1.867080
dA/dx formula with W: -1.867080
dA/dx by orthogonalized basis: -1.867080
Tr(P dH) alone: -1.704536
d(internal energy)/dx: -1.981557
max |W - PHP/2|, fractional f: 0.0347
SLAB MODEL INPUTS
neighbour distance: 2.55 A; hopping there: -1.50 eV
overlap there: 0.10; on-site level: 0 eV
decay exponents band, repulsion: 3, 10
taper from 1.2 to 1.6 neighbour distances
electronic smearing kT: 0.10 eV
atoms in cell: 49; layers: 3; k mesh: 2 x 2
repulsion amplitude from zero pressure: 0.0233 eV
bulk free energy per atom: -2.156 eV
ADATOM
height hollow, bridge: 1.045, 1.303 A
force at probe point, x y z (eV/A):
  P dH term          0.7871   -1.5974   -3.6015
  W dS term         -0.1367    0.3980    1.5306
  repulsion         -0.4678    0.9171    2.0030
  sum                0.1826   -0.2823   -0.0679
  finite diff.       0.1826   -0.2823   -0.0679
same point, on-site level at -7 eV (eV/A):
  P dH term          1.1544   -2.3428   -5.2822
  W dS term         -0.5041    1.1435    3.2113
  sum                0.1826   -0.2823   -0.0679
size of total force: 0.3430 eV/A = 0.5495 nN
BARRIER, HOLLOW TO BRIDGE (eV)
free-energy difference: -0.2613
work of full force: -0.2613
work without W, level at 0 eV: -0.1965
work without W, level at -7 eV: -0.3962
log10(false/true rate), level 0 eV, 300 K: -1.09
curvature x y z, hollow (eV/A^2):   -2.0243   -2.0243    4.1991
curvature x y z, bridge (eV/A^2):   -2.5592    0.0577    1.5343
NEGLECTED EFFECTS: CHANGE OF BARRIER (eV)
charge self-consistency, U = 6 eV: +0.0303
top-layer relaxation: -4.4109
  largest residual force: 2.1911 eV/A
  largest displacement: 0.400 A
five layers: +0.0529
k mesh 4 x 4: +0.0383
smearing 0.05 eV: -0.0125
zero-point motion, mass 63.5 u: -0.0023
adatom electrons, U=0, hollow, bridge: 1.074, 1.111
adatom electrons, U=6 eV, hollow, bridge: 1.033, 1.050
SCC force y, formula, finite diff.: -0.2833, -0.2833 eV/A
```
